If a finite-basis optimized effective potential is taken to be unique, two results can be misread at once. In the small basis used below for beryllium, the exchange-only scheme returns the Hartree-Fock (HF) energy, as if a local exchange potential cost nothing. Two quite different potentials, both reaching millions of rydberg, give this same energy, and so does a much milder one. In a refined orbital space the scheme lies about 1.2 mRy above HF, and its exchange potential is a few rydberg deep.

## The counter-example

Rydberg atomic units are used: the kinetic operator is $-\nabla^2$, the nuclear attraction is $-2Z/r$ and the electron repulsion is $2/r_{12}$. Orbitals are real and doubly occupied, and correlation and relativity are left out. For the density matrix $D=2\sum_i\phi_i\phi_i^T$ in an orthonormal basis, the energy is

$$E[D]=\mathrm{Tr}\,D\left[h+\tfrac12(J+X)\right],$$

where $J$ is the Hartree matrix and $X$ the exchange matrix with its negative sign included. HF minimizes $E$ over all determinants in the basis. The exchange-only optimized effective potential (xOEP) scheme minimizes the same $E$, but over determinants made of the lowest orbitals of $h+J+v_x$ with a local $v_x(r)$. These form a subset, so in one and the same basis $E_{\rm xOEP}\ge E_{\rm HF}$.

Take Be with five normalized s Gaussians $\chi_i=N_ie^{-\alpha_ir^2}$, $\alpha=0.08,\,0.4,\,2,\,10,\,50$ bohr$^{-2}$. Their HF energy is $-28.88838$ Ry. The products

$$\chi_i\chi_j=N_iN_je^{-s_{ij}r^2},\qquad s_{ij}=\alpha_i+\alpha_j,$$

number $P=5\cdot6/2=15$, and all fifteen sums $s_{ij}$ differ.

Write the exchange potential as a reference plus a correction,

$$v_x(r)=-\tfrac14v_H(r)+u(r),\qquad u(r)=\sum_{p=1}^{15}c_pe^{-\gamma_pr^2}.$$

Far from the atom $v_H\to2\cdot4/r$, so the reference supplies the tail $-2/r$. Its matrix is $-J/4$. Requiring the matrix of $v_x$ to equal $X$, and using $\int e^{-(s+\gamma)r^2}d^3r=[\pi/(s+\gamma)]^{3/2}$, gives fifteen linear equations:

$$\sum_pc_p\,N_iN_j\left(\frac{\pi}{s_{ij}+\gamma_p}\right)^{3/2}=\left(X+\tfrac14J\right)_{ij}.$$

These are solvable for any fifteen distinct positive $\gamma_p$. The proof rests on counting zeros.

**Lemma.** A nonzero sum of $n$ exponentials $e^{-\gamma_pt}$ with distinct $\gamma_p$ has at most $n-1$ real zeros, counted with multiplicity.

For $n=1$ there are none. For larger $n$, multiply by $e^{\gamma_1t}$, which moves no zero, and differentiate, which removes one term. If nothing is left, the sum was a single exponential without zeros. Otherwise the derivative has at most $n-2$ zeros by induction, and Rolle's theorem allows the original one more.

Now suppose that a nonzero $u$ solved the equations with zero right-hand side. It would be orthogonal to all fifteen $e^{-s_{ij}r^2}$. With $t=r^2$, the lemma allows it $k\le14$ sign changes. Choose $k+1$ of the product exponentials and a nonzero combination $w$ of them that vanishes at those $k$ points; this is possible because there are $k$ conditions for $k+1$ coefficients. By the lemma, $w$ has no other zeros and each is simple, so $w$ changes sign exactly where $u$ does. Then $uw$ has one sign and $\int uw\,d^3r\neq0$, a contradiction. The linear system is therefore nonsingular.

Potential A uses the fifteen sums $s_{ij}$ as its exponents. Potential B uses fifteen exponents in geometric steps from 0.1 to 200 bohr$^{-2}$. When the potentials are integrated numerically and the resulting matrices diagonalized, both return the HF energy of this basis to rounding error, and the HF density matrix with it. Yet they look like this, beside the xOEP potential of a refined radial mesh (all $v_x$ in Ry; the radii are mesh points, shown rounded, and A varies so steeply that its last digit depends on this rounding; the free constant of the mesh potential is set by giving $v_x$ and $X$ the same expectation value in the highest occupied orbital):

| $r$ (bohr) | mesh | A | B |
|---|---|---|---|
| 0.270 | $-4.20$ | $1.45\times10^6$ | $8.03\times10^5$ |
| 1.004 | $-0.65$ | $4.70\times10^4$ | $-6.55\times10^5$ |
| 2.154 | $-0.76$ | $-407$ | $1.80\times10^6$ |

The same zero count governs their difference. Since A and B have equal matrices, $v_A-v_B$ is orthogonal to all fifteen products. With fourteen or fewer sign changes, the function $w$ constructed above would again give a nonzero integral. The difference must therefore change sign at least 15 times; it does so 16 times.

Nor is A an unlucky choice. Its correction $u_A$ lies in the span of the products. Any other square-integrable correction with the same matrix is $u_A+d$, with $d$ orthogonal to that span, so

$$\|u_A+d\|^2=\|u_A\|^2+\|d\|^2\ge\|u_A\|^2.$$

Relative to this reference, A is thus the gentlest correction in the $L^2$ norm that matches the full exchange matrix. Its norm is still $9.9\times10^5$ Ry bohr$^{3/2}$, against $2.3\times10^8$ for B. The equations show what a local potential is asked to do here. Products with nearly equal exponents, such as 50.08 ($\chi_1\chi_5$) and 50.4 ($\chi_2\chi_5$), have almost the same shape, so a moderate local potential gives them almost equal matrix elements after division by $N_iN_j$. Nonlocal exchange is not bound by this, since it does not act through the product alone.

## The general statement

Let the basis have $M$ functions and $n$ doubly occupied orbitals, and let the HF orbitals be the $n$ lowest eigenvectors of $F=h+J+X$, with a gap above them.

1. If the $M(M+1)/2$ products $\chi_i\chi_j$ are linearly independent, infinitely many local potentials reproduce the HF determinant, and $E_{\rm xOEP}=E_{\rm HF}$ once the auxiliary set can represent the matrix of $X$.
2. It is enough to match the elements of $X$ between occupied and virtual HF orbitals, provided that the occupied levels remain the lowest.

**Proof of 1.** Seek $v=\sum_{kl}d_{kl}\chi_k\chi_l$, summed over distinct pairs. Its matrix elements are the Gram matrix of the products applied to $d$. For independent products this matrix is positive definite, so any symmetric target can be reached, $X$ included. Then $h+J+v_x$ has the matrix $F$, hence the same lowest orbitals and the same $D$. The $J$ used is the one belonging to that $D$, so the solution is self-consistent. Adding any function orthogonal to the finitely many products changes no matrix element, which gives the infinity of potentials.

**Proof of 2.** Rotate an occupied orbital, $\phi_i\to\phi_i+\theta\phi_a$, with $a$ virtual. To first order $\delta D=2\theta(\phi_i\phi_a^T+\phi_a\phi_i^T)$. Because $J$ and $X$ are linear in $D$ and symmetric, $\delta E=\mathrm{Tr}\,F\,\delta D=4\theta F_{ia}$. HF therefore has $F_{ia}=0$. If $(v_x)_{ia}=X_{ia}$, then $(h+J+v_x)_{ia}=F_{ia}=0$ as well. The local Hamiltonian does not mix the two spaces, and if the occupied levels are the lowest, its lowest $n$ orbitals span the HF occupied space.

What counts is therefore the rank of the overlaps between auxiliary functions and products. A set larger than the number of products is not required, and a large set of insufficient rank need not succeed. For the five-function basis, statement 2 has $2\cdot3=6$ conditions, and six auxiliary Gaussians with exponents 0.1, 0.4, 1.6, 6.4, 25.6 and 102.4 bohr$^{-2}$ suffice. The highest HF-occupied level then lies at $-7.71$ Ry and the lowest other level at $-4.86$ Ry, so the proviso holds and the HF energy returns. These levels are not HF eigenvalues, because the other blocks were not matched. The exchange potential is also far milder than A and B: it stays within about 40 Ry of zero for $0.01<r<10$ bohr. The millions of rydberg come from matching the full exchange matrix, which is more than the HF energy requires. With one, two and three of these functions, taken in the order 1.6, 0.4, 6.4 bohr$^{-2}$, the scheme still lies 48.3, 4.79 and 1.84 mRy above HF.

## What happens between these limits

For a general auxiliary set, let the potential in $h+J+v_x$ change by $\delta v$, with $J$ and the reference $-\tfrac14v_H$ held at their self-consistent values. For a free potential this covers every possible variation; for a restricted auxiliary set it defines the scheme used here, which is then only approximately a minimization of $E$. First-order perturbation theory gives $\delta\phi_i=\sum_a\phi_a\,\delta v_{ia}/(\varepsilon_i-\varepsilon_a)$, so $\delta E=4\sum_{ia}F_{ia}\,\delta v_{ia}/(\varepsilon_i-\varepsilon_a)$. The orbitals satisfy $(h+J+v_x)_{ia}=0$, hence $F_{ia}=(X-v_x)_{ia}$. Setting $\delta E=0$ for each auxiliary function $g_p$ yields

$$\sum_{ia}\frac{(v_x-X)_{ia}\,(g_p)_{ia}}{\varepsilon_a-\varepsilon_i}=0 .$$

At fixed orbitals these are the normal equations of a least-squares fit of $v_x$ to $X$ with positive weights. Zero residual means $F_{ia}=0$, the HF condition; a residual that cannot be removed means a gap.

In a complete orbital space a residual is to be expected when $n=2$. For a function $f(r)$ put $a=f\phi_2$ and $b=-f\phi_1$. Then $\phi_1a+\phi_2b=0$, a linear dependence among occupied-virtual products, provided that $a$ and $b$ are orthogonal to both occupied orbitals. This imposes three conditions on a free function:

$$\int f\phi_1^2=\int f\phi_2^2=\int f\phi_1\phi_2=0 .$$

For any local potential $\langle\phi_1|v|a\rangle+\langle\phi_2|v|b\rangle=0$, and nothing obliges nonlocal exchange to obey the same relation. A small basis escapes the constraint when it does not contain $f\phi_1$ and $f\phi_2$ together.

With one occupied orbital the conflict disappears. There $X\phi_1=-\tfrac12v_H\phi_1$, so the local potential $-\tfrac12v_H$ reproduces HF in any basis in which $\phi_1$ is the lowest orbital of $h+\tfrac12J$. Beryllium, with two occupied orbitals, is the smallest closed-shell atom in which the gap can appear.

A radial mesh basis imitates the complete space. Local potentials are diagonal in it, so 48 mesh functions offer 48 potential values against $2(48-2)=92$ occupied-virtual conditions. The gap to HF is 1.181 mRy, and 1.190 mRy with 40 functions: about 1.2 mRy, or 0.016 eV. Adding or subtracting a bump of 0.05 Ry at 0.3, 1.0 or 2.5 bohr raises the energy in each case, as it must at a minimum. Potentials A and B, placed in this mesh with the Hartree potential of the small basis, give energies more than 1300 Ry above HF. The size of this figure has no meaning of its own, because the mesh is too coarse to resolve their narrow wells, but the failure is plain. Both potentials encode the matrix elements of five Gaussians and do not describe exchange in the atom.

Uniqueness also returns in the complete space. If two local potentials have the same determinant $\Psi$ as ground state, subtracting their Schrödinger equations gives $\sum_k\Delta v(\mathbf r_k)\Psi=C\Psi$. Hence $\Delta v$ is constant, since $\Psi$ is nonzero almost everywhere. In a finite basis this equation holds only after projection onto the basis, and the conclusion is lost.

## Balancing the two sets

Practical calculations lie between these cases. The gaps to HF, in mRy, are:

| orbital space | 6 auxiliary | 11 auxiliary |
|---|---|---|
| 16 Gaussians | 2.138 | 1.088 |
| 21 Gaussians | 2.152 | 1.174 |
| mesh, 48 functions | 2.162 | 1.192 |

The mesh row is not converged in its last digits: a mesh with more points near the nucleus gives 2.152 and 1.191 mRy, shifts of 0.010 and 0.001 mRy, while the free gap stays at 1.181 mRy. The six functions, with exponents from 0.1 to 102.4 bohr$^{-2}$ in steps of a factor of 4, are a poor choice: the gap is nearly twice the free mesh value in every orbital space. Their number alone is not to blame. Six exponents from 0.4 to 12.8 bohr$^{-2}$ in steps of a factor of 2 bring the gap in the 21-Gaussian basis down to about 1.2 mRy. The function to be represented, the part of the mesh potential beyond $-v_H/4$, rises from $-1.90$ Ry at 0.08 bohr through about zero at 0.58 bohr to 0.80 Ry at 1.00 bohr, and falls to 0.21 Ry at 1.53 bohr. Eleven functions stepping by a factor of 2 remove most of the error.

With those eleven functions, however, the 16-Gaussian basis shows the collapse beginning, although it has 28 occupied-virtual pairs. Its xOEP energy, $-29.144898$ Ry, lies 0.033 mRy below the minimum over free potentials in the mesh, $-29.144865$ Ry. That is more than the 0.009 mRy by which the two mesh sizes differ. Its HF energy, by contrast, lies 0.060 mRy above the mesh value. A finite-basis xOEP energy is thus not an upper bound to the refined one: the determinant comes from a projected Hamiltonian and need not belong to any local potential in the full space.

A usable check follows. Hold the auxiliary set fixed and refine the orbital basis. Here the error of the eleven-function gap, relative to the mesh with the same set, shrinks from 0.105 to 0.019 mRy (from 0.103 to 0.017 mRy against the converged mesh value, and to 0.002 mRy with 25 Gaussians $0.03\cdot1.8^k$). In these examples, enlarging the auxiliary set at fixed orbitals also lowers the energy, but that descent can lead to the HF energy of the basis instead of the optimized effective potential. Most of the figures quoted are given in full in the numerical output below.

## Calculated quantities

```
Be, small basis exponents (1/bohr^2): 0.08 0.4 2.0 10.0 50.0
HF energy, small basis: -28.88838072 Ry; pyscf: -28.88838072 Ry
auxiliary exponents in order of use (1/bohr^2): 1.6 0.4 6.4 0.1 25.6 102.4
xOEP minus HF, auxiliary functions 1: 48.258669 mRy
xOEP minus HF, auxiliary functions 2: 4.791953 mRy
xOEP minus HF, auxiliary functions 3: 1.837171 mRy
block match, 6 functions: highest HF-occupied level -7.70995 Ry, lowest other level -4.85791 Ry
  energy of its lowest two orbitals minus HF: 0.000000 mRy
orbital products: 15; occupied-virtual pairs: 6
set A exponents: the product exponents; set B: 15 in geometric steps, 0.1 to 200 1/bohr^2
potential A: energy -28.88838072 Ry, minus HF 3.6e-15 Ry, density-matrix change 1.3e-15
  v_x from -5.1e+06 to 2.198e+07 Ry for 0.01<r<10 bohr
  L2 norm of correction: 9.8709e+05 Ry bohr^1.5
potential B: energy -28.88838072 Ry, minus HF 3.6e-15 Ry, density-matrix change 1.3e-15
  v_x from -6.445e+06 to 2.613e+07 Ry for 0.01<r<10 bohr
  L2 norm of correction: 2.2652e+08 Ry bohr^1.5
sign changes of v_A - v_B: 16 (lower bound 15)
mesh 40: HF -29.1460460 Ry, xOEP -29.1448565 Ry, gap 1.1895 mRy
  potential values 40, occupied-virtual conditions 76
mesh 48: HF -29.1460460 Ry, xOEP -29.1448652 Ry, gap 1.1808 mRy
  potential values 48, occupied-virtual conditions 92
mesh gap in eV: 0.01607 eV
energy rise for +/-0.05 Ry bump at 0.3 bohr: 33.130, 32.959 microRy
energy rise for +/-0.05 Ry bump at 1.0 bohr: 190.179, 194.379 microRy
energy rise for +/-0.05 Ry bump at 2.5 bohr: 252.957, 242.718 microRy
potential A used in the mesh: energy minus mesh HF 1479.96563 Ry
potential B used in the mesh: energy minus mesh HF 1336.54926 Ry
r (bohr); v_x (Ry): mesh xOEP, its part beyond -v_H/4, pot. A, pot. B
  0.0752   -5.9494   -1.9018  -4.5041e+06  -5.2912e+06
  0.2701   -4.1968   -1.0357   1.4504e+06   8.0282e+05
  0.5813   -2.1046   -0.0032  -5.6435e+05  -2.5406e+05
  1.0038   -0.6467    0.7961        46971  -6.5527e+05
  1.5309   -0.8695    0.2089       -31734       -83480
  2.1540   -0.7592    0.0832      -407.34   1.7968e+06
  4.0628   -0.4830    0.0046       3907.8   1.1429e+06
mesh, 6 auxiliary functions 0.1*4^k: xOEP -29.1438838 Ry, minus HF 2.1621 mRy
mesh, 11 auxiliary functions 0.1*2^k: xOEP -29.1448536 Ry, minus HF 1.1924 mRy
16 Gaussians (0.03*2.5^k): HF -29.1459861 Ry, occupied-virtual pairs 28
  6 auxiliary functions: xOEP -29.1438479 Ry, minus HF 2.1382 mRy; gap minus mesh gap -0.0239 mRy
  11 auxiliary functions: xOEP -29.1448981 Ry, minus HF 1.0879 mRy; gap minus mesh gap -0.1045 mRy
21 Gaussians (0.03*2.0^k): HF -29.1460345 Ry, occupied-virtual pairs 38
  6 auxiliary functions: xOEP -29.1438826 Ry, minus HF 2.1519 mRy; gap minus mesh gap -0.0103 mRy
  11 auxiliary functions: xOEP -29.1448605 Ry, minus HF 1.1739 mRy; gap minus mesh gap -0.0185 mRy
```
